# Path length for energy loss of sputtered copper in argon

In a hard-sphere model, a copper atom sputtered at 5 eV into argon at 0.5 Pa and 300 K loses 90 percent of its energy over a path of about 10 cm. This takes between three and four collisions on average. Two softer model repulsions, tried near the end, give longer paths of roughly 13 and 18 cm. With hard spheres whose centres are 0.30 nm apart at contact, the mean path is

$$L=\lambda N=10.5\ \text{cm}\quad(105\ \text{mm}),\qquad N=1+\frac{q^{-\alpha/\gamma}-1}{\alpha}=3.59 .$$

Here $\lambda$ is the mean free path and $q=0.1$ is the fraction of energy left. For copper mass $M$ and argon mass $m$, $\gamma=4Mm/(M+m)^2$ is the largest fraction of its energy that the copper atom can lose in one collision, and $\alpha=1-\gamma$.

Slowing down is random, so "the path for 90 percent loss" needs a definition. Here it is the path up to the collision that first leaves the atom with 0.5 eV or less, averaged over many atoms. It is measured along the bent track.

## Back of the envelope

The argon density follows from the ideal-gas law:

$$n=\frac{p}{k_BT}=\frac{0.5\ \text{Pa}}{k_B\times 300\ \text{K}}=1.21\times10^{20}\ \text{m}^{-3}.$$

Two spheres collide when their centres would pass within the contact distance $d$. I take $d=0.30$ nm, a rough sum of atomic radii. The cross-section and mean free path are

$$\sigma=\pi d^2=0.283\ \text{nm}^2,\qquad \lambda=\frac{1}{n\sigma}=2.93\ \text{cm}.$$

The masses, 63.5 u and 39.9 u, are similar enough for energy to pass easily from one atom to the other: $\gamma=0.948$. The loss in one collision lies between zero and this fraction. If all values are equally likely, the mean loss is $\gamma/2=0.474$, and a fraction 0.526 remains. After $j$ collisions the mean energy has fallen to one tenth when

$$(1-\gamma/2)^j=0.1,\qquad j=\frac{\ln 0.1}{\ln 0.526}=3.58 .$$

Multiplying by 2.93 cm gives 10.5 cm.

Two points remain open. The equal likelihood of all losses has to be shown. Also, the number of collisions that reduces the *mean energy* to one tenth is not the same quantity as the *mean number* of collisions an atom needs.

## Controlled derivation

**One collision.** Let the argon atom be at rest and the copper atom have speed $v$ and energy $E$. The centre of mass moves at $V=Mv/(M+m)$. Relative to it, the copper atom has speed $w=v-V=mv/(M+m)$. An elastic collision turns this relative velocity through an angle $\chi$ without changing its size. Adding the centre-of-mass velocity back gives the final speed $v'$:

$$v'^2=V^2+w^2+2Vw\cos\chi=v^2\,\frac{M^2+m^2+2Mm\cos\chi}{(M+m)^2}.$$

Since $M^2+m^2=(M+m)^2-2Mm$, the energy ratio is

$$\frac{E'}{E}=1-\frac{2Mm}{(M+m)^2}(1-\cos\chi)=1-\frac{\gamma}{2}(1-\cos\chi).$$

The distribution of $\chi$ comes from geometry. Let $b$ be the impact parameter, and let $\beta$ be the angle between the incoming direction and the line of centres at contact, so $b=d\sin\beta$. The collision reverses the velocity component along the line of centres, which gives $\chi=\pi-2\beta$. Therefore $b=d\cos(\chi/2)$, and

$$\frac{b^2}{d^2}=\cos^2\frac{\chi}{2}=\frac{1+\cos\chi}{2}.$$

Impact points are spread evenly over a disc of area $\pi d^2$. The area inside radius $b$ is proportional to $b^2$, so $b^2/d^2$ is uniform between 0 and 1. Hence $\cos\chi$ is uniform between $-1$ and 1, which is what isotropic scattering in the centre-of-mass frame means. The energy ratio is then uniform between $\alpha$ and 1, and the mean fractional loss is $\gamma/2$.

**Counting collisions.** Measure energy in units of the final energy, $x=E/(qE_0)$, where $E_0$ is the starting energy. Let $N(x)$ be the mean number of collisions that bring an atom from $x>1$ to 1 or below. One collision is needed in any case. It moves the atom to a value $y$ spread uniformly over $\alpha x\le y\le x$, with probability density $1/(\gamma x)$. If $y\le1$, the count ends. If $y>1$, a further $N(y)$ collisions are needed on average. For $\alpha x\le1$ this gives

$$N(x)=1+\frac{1}{\gamma x}\int_1^x N(y)\,dy .$$

Call the integral $I(x)$. Then $I'=N$ and $I(1)=0$, so

$$I'-\frac{I}{\gamma x}=1 .$$

Multiplication by $x^{-1/\gamma}$ turns the left side into a derivative:

$$\frac{d}{dx}\left(x^{-1/\gamma}I\right)=x^{-1/\gamma}.$$

Integrate from 1 to $x$, using $1-1/\gamma=-\alpha/\gamma$:

$$x^{-1/\gamma}I=\frac{\gamma}{\alpha}\left(1-x^{-\alpha/\gamma}\right).$$

Now multiply by $x^{1/\gamma}$. Because $1/\gamma-\alpha/\gamma=1$, the second term becomes $x$:

$$I=\frac{\gamma}{\alpha}\left(x^{1/\gamma}-x\right).$$

Inserting this into $N=1+I/(\gamma x)$, with $1/\gamma-1=\alpha/\gamma$, gives

$$N(x)=1+\frac{x^{\alpha/\gamma}-1}{\alpha}.$$

The atom starts at $x=1/q=10$. With $\alpha=0.0520$ and $\alpha/\gamma=0.0548$,

$$N=1+\frac{1.1346-1}{0.0520}=3.59 .$$

The condition $\alpha x\le1$ becomes $q\ge\alpha$: a single collision must be able to do the whole job. Here $0.1>0.052$, so it holds. For a 95 percent loss, $q=0.05$ and it just fails. The integral would then start at $\alpha x$ for the highest energies, and the solution would need a second piece.

For equal masses, $\alpha\to0$ and $\gamma\to1$. Expanding $x^{\alpha/\gamma}=1+(\alpha/\gamma)\ln x+\dots$ gives $N\to1+\ln(1/q)=3.30$. The mass difference between copper and argon therefore costs about 0.3 of a collision.

**From collisions to path.** In a gas at rest with constant $\sigma$, the chance of a collision in a short path $ds$ is $n\sigma\,ds$, whatever the energy. Each free path has mean $\lambda$. Whether a $j$-th flight takes place depends on the earlier energy losses and not on the length of that flight. Its mean contribution to the path is thus $\lambda$ times the probability that at least $j$ collisions are needed. The sum of these probabilities over $j$ is the mean number of collisions, so

$$L=\lambda N=2.93\ \text{cm}\times3.59=10.5\ \text{cm}.$$

## Comparison of the estimates

The quick rule gave 3.58 collisions and the derivation gives 3.59. This closeness is not an identity. As $q\to1$ the quick rule tends to zero collisions, while $N$ tends to one, because any loss at all needs a collision.

A different question is how far a *group* of atoms travels before its mean energy is 0.5 eV. After a path $s$ the number of collisions $j$ has a Poisson distribution with mean $s/\lambda$. Successive energy ratios are independent, so their means multiply:

$$\frac{\langle E\rangle}{E_0}=\sum_{j=0}^{\infty}e^{-s/\lambda}\frac{(s/\lambda)^j}{j!}\left(1-\frac{\gamma}{2}\right)^j=e^{-\gamma s/(2\lambda)} .$$

This reaches one tenth at $s=(2\lambda/\gamma)\ln10=14.2$ cm. At $s=L$ the mean energy is still 18 percent of the start. Atoms that have had few collisions keep much of their energy and hold the mean up. This second length describes the energy left in the whole group, while $L$ is the mean path at which single atoms cross the threshold. Neither gives directly the energy delivered to a substrate, which lies at a fixed distance and not at a fixed length of track.

A third estimate uses the mean logarithmic loss per collision. With $r=E'/E$,

$$\xi=-\frac1\gamma\int_\alpha^1\ln r\,dr=-\frac1\gamma\Big[r\ln r-r\Big]_\alpha^1=1+\frac{\alpha\ln\alpha}{\gamma}=0.838 .$$

Dividing $\ln10$ by $\xi$ gives 2.75 collisions, which is too few. The last collision does not stop at the threshold but overshoots it. By the argument used for the path, the mean total logarithmic loss is $\xi N=3.01$, not $\ln10=2.30$. The geometric mean of the end energies is $5\,e^{-3.01}=0.25$ eV, half the threshold.

## Spread and direction

The mean hides a wide distribution. I followed 200,000 atoms by Monte Carlo simulation, drawing exponential free paths and random impact points on the collision disc. The standard deviation of the path is 7 cm. One atom in ten has crossed the threshold within 2.7 cm, and one in ten needs more than 20 cm.

The track bends at each collision, and successive turns can build up to a large angle. After a collision the copper velocity is the forward velocity $V=Mv/(M+m)$ plus a vector of size $w=mv/(M+m)$ that can point in any direction. Because $w<V$, the sum is turned furthest from the forward direction when it is perpendicular to the added vector. The sine of that largest angle is $w/V=m/M=0.63$, so one collision turns the atom by at most 39 degrees. In the simulation the atoms end on average 8.8 cm ahead of their starting point, measured along the initial direction.

## The real magnetron

A pressure of 0.5 Pa, a target-to-substrate gap of 10 cm and atom energies of a few eV are rough typical values for magnetron sputtering. Since $L$ is close to the gap, many atoms arrive partly slowed. For an atom aimed straight across, the chance of no collision is $e^{-10/2.93}$, about 3 percent. At fixed temperature and cross-section $pL=5.3$ Pa cm, so doubling the pressure halves the path. Real sputtered atoms have a broad range of energies. In this model the path for a 90 percent loss does not depend on $E_0$, provided the final energy stays well above the thermal energy $k_BT=0.026$ eV.

One assumption that moves the number strongly is room-temperature gas. The discharge heats the argon near the target. At an illustrative 450 K and unchanged pressure, the density falls by a third, $\lambda$ rises to 4.4 cm and $L$ to 15.8 cm. If just part of the route is hot, the result lies between the two values.

Real atoms are also softer than spheres. The cross-section that governs energy loss is $\sigma_m=2\pi\int(1-\cos\chi)\,b\,db$, which equals $\pi d^2$ for hard spheres. I computed it by numerical quadrature of classical trajectories in the Ziegler–Biersack–Littmark universal screened potential. It is 0.18 nm² at 5 eV and 0.37 nm² at 0.5 eV, on either side of the 0.283 nm² used here. If the atom is treated as losing energy continuously at the mean rate $n\gamma E\sigma_m/2$, its path from 5 to 0.5 eV is 15.5 cm, 9 percent longer than the 14.2 cm for spheres treated in the same way. This small figure does not carry over to $L$, which is the mean path at which single atoms first cross the threshold. Following atoms collision by collision in the same potential gives a mean path of 13.4 cm, 28 percent more than for the spheres.

The potential omits attraction and is itself uncertain at a few eV. An unrestricted Hartree–Fock calculation in the small def2-SVP basis gives a weaker copper–argon repulsion and a mean path of about 18 cm. That figure is rough. In so small a basis each atom borrows functions from the other, which makes the repulsion look too weak. Correcting for this (the counterpoise correction) raises the repulsion by about 13 percent at 0.22 nm and 50 percent at 0.30 nm, which would shorten the path to about 17 cm. The calculation also leaves out electron correlation, including dispersion attraction. At 0.22 nm, adding correlation by second-order perturbation theory in the larger def2-TZVP basis lowers the corrected repulsion by about a quarter, and at 0.30 nm by over 40 percent. A rough curve fitted to such values at 0.195, 0.22 and 0.30 nm gives a path of about 20 cm. At the Hartree–Fock level the corrected repulsion changes by about 3 percent or less at these three distances between the two bases, and the path stays near 17 cm, so about 1 cm of the uncorrected 18 cm is basis-set error. Convergence of the correlation part with basis size has not been established. For hard spheres $L\propto1/d^2$, so a 10 percent change in $d$ moves the path by about 20 percent.

Two other effects are small. Repeating the simulation with argon in thermal motion at 300 K lengthens the mean path by about 1 percent. The de Broglie wavelength of the relative motion at 0.5 eV is 0.013 nm, far below $d$, which supports the use of classical collisions. Electronic excitation and collisions with other metal atoms are left out and have not been sized.

Given the uncertain cross-section, the hard-sphere result is a guide to scale. Its 10 cm in cool gas is at the short end of the 10 to 18 cm spanned by the three descriptions of the repulsion, and that span is not an error bound: the rough estimate with electron correlation, about 20 cm, lies above it. Each of these lengths grows by half if the argon is at 450 K throughout.
